# Fourier transform of the Moon–Koshino interlayer hopping at K and 2K

**Question**

I am trying to get the interlayer coupling of two graphene layers in momentum space from the Moon–Koshino hopping. The strengths are \(-2.7\) eV for the π part and \(0.48\) eV for the σ part, and both decay over \(\delta=0.184\,a\), where \(a\) is the lattice constant. I should find about 110 meV at the K point and a much smaller amplitude on the second shell of wave vectors.

I get stuck in three places. The two-dimensional integral contains \(\sqrt{r^2+d^2}\) both in an exponential and in a denominator, and I cannot reduce it. I am not sure which wave vector "second shell" means. And I don't see why the second amplitude should be so small, when the hopping between two atoms directly above each other is as large as 0.48 eV. Can someone do this step by step?

**Answer**

**The hopping and its conventions**

The two strengths and \(\delta\) do not fix the answer by themselves. You also need the layer spacing \(d\) and the distances at which the strengths are defined. For two \(p_z\) orbitals in flat parallel layers, with in-plane separation \(\mathbf r\) and \(R=\sqrt{r^2+d^2}\), the Hamiltonian matrix element is

\[
T(r)=V_\pi e^{-(R-a_0)/\delta}\left(1-\frac{d^2}{R^2}\right)+V_\sigma e^{-(R-d_0)/\delta}\,\frac{d^2}{R^2}.
\]

Here \(V_\pi=-2.7\) eV, \(V_\sigma=0.48\) eV, \(a=0.246\) nm, \(a_0=a/\sqrt3\) and \(d=d_0=0.335\) nm. I work in eV and nm. \(T\) is the matrix element itself; if you define the hopping with \(H=-\sum t\,|i\rangle\langle j|\), all signs below are reversed. With the unit-cell area \(S=\sqrt3a^2/2\), define

\[
t(\mathbf q)=\frac1S\int d^2r\,T(r)\,e^{-i\mathbf q\cdot\mathbf r}.
\]

The factor \(1/S\) makes \(t\) an energy. Since \(T\) depends on \(r\) alone, \(t\) depends on \(q=|\mathbf q|\) alone.

**Which wave vectors enter**

Take two aligned lattices of orbitals, the second shifted by \(\boldsymbol\tau\), and treat the orbitals as orthogonal. With Bloch phases \(e^{i\mathbf K\cdot\mathbf R}\) in layer 1 and \(e^{i\mathbf K\cdot(\mathbf R+\boldsymbol\tau)}\) in layer 2, the coupling at K is

\[
F(\boldsymbol\tau)=\sum_{\mathbf R}T(|\mathbf R+\boldsymbol\tau|)\,e^{i\mathbf K\cdot(\mathbf R+\boldsymbol\tau)}.
\]

This is periodic in \(\boldsymbol\tau\), so it has a Fourier series in the reciprocal vectors \(\mathbf G\). In the coefficient, \(e^{i\mathbf G\cdot\mathbf R}=1\) lets the sum over cells join the integral over one cell into an integral over the plane:

\[
c_{\mathbf G}=\frac1S\int d^2r\,T(r)\,e^{i\mathbf K\cdot\mathbf r}e^{-i\mathbf G\cdot\mathbf r}=t(\mathbf G-\mathbf K)=t(\mathbf K-\mathbf G).
\]

The last equality holds because \(t\) depends only on the length. Renaming \(\mathbf G\to-\mathbf G\) gives

\[
F(\boldsymbol\tau)=\sum_{\mathbf G}t(\mathbf K+\mathbf G)\,e^{-i\mathbf G\cdot\boldsymbol\tau}.
\]

So the shells are the sets of equal \(|\mathbf K+\mathbf G|\). Choose primitive vectors \(\mathbf a_1,\mathbf a_2\) at 60°, so that the reciprocal vectors \(\mathbf b_1,\mathbf b_2\) are at 120° and have length \(\sqrt3K\), with \(K=4\pi/(3a)\). With \(\mathbf K=(2\mathbf b_1+\mathbf b_2)/3\) and \(\mathbf G=m\mathbf b_1+n\mathbf b_2\),

\[
|\mathbf K+\mathbf G|^2=\frac{K^2}{3}\left[u^2+v^2-uv\right],\qquad u=3m+2,\quad v=3n+1.
\]

The bracket takes the value 3 for \((u,v)=(2,1),(-1,1),(-1,-2)\), and 12 for \((2,-2),(2,4),(-4,-2)\). The next value is 21. The shells therefore lie at \(K\) (3 vectors), \(2K\) (3 vectors) and \(\sqrt7K\) (6 vectors). The second-shell amplitude is \(t(2K)\).

**Reducing the integral**

Put \(\kappa=1/\delta\), \(P=V_\pi e^{\kappa a_0}\) and \(Q=V_\sigma e^{\kappa d_0}\). Collecting terms,

\[
T=P\,e^{-\kappa R}+d^2(Q-P)\,\frac{e^{-\kappa R}}{R^2}.
\]

Two transforms are needed, and both follow from that of \(e^{-\kappa R}/R\). In three dimensions \((-\nabla^2+\kappa^2)\,e^{-\kappa R}/R=4\pi\delta^3(\mathbf x)\), where \(\delta^3\) is the Dirac delta function, so

\[
\frac{e^{-\kappa R}}{R}=\int\frac{d^2k}{(2\pi)^2}\,e^{i\mathbf k\cdot\mathbf r}\int\frac{dk_z}{2\pi}\,\frac{4\pi\,e^{ik_zd}}{k_z^2+s^2},\qquad s=\sqrt{\kappa^2+k^2}.
\]

Since \(d>0\), close the \(k_z\) contour in the upper half-plane. The pole at \(k_z=is\) has residue \(4\pi e^{-ds}/(2is)\), and multiplying by \(2\pi i/(2\pi)=i\) gives \(2\pi e^{-ds}/s\). Reading off the coefficient at \(\mathbf k=\mathbf q\),

\[
\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}\,\frac{e^{-\kappa R}}{R}=2\pi\,\frac{e^{-ds}}{s},\qquad s=\sqrt{\kappa^2+q^2}.
\]

To remove the \(1/R\), apply \(-\partial/\partial\kappa\) to both sides. With \(\partial s/\partial\kappa=\kappa/s\), the transform of \(e^{-\kappa R}\) is \(2\pi A\), where

\[
A(q)=\frac{\kappa}{s}\left(\frac ds+\frac1{s^2}\right)e^{-ds}=\frac{\kappa(1+ds)}{s^3}\,e^{-ds}.
\]

To gain another \(1/R\), integrate over the decay constant, because \(\int_\kappa^\infty e^{-\kappa'R}d\kappa'=e^{-\kappa R}/R\). The transform of \(e^{-\kappa R}/R^2\) is then \(2\pi B\), where

\[
B(q)=\int_\kappa^\infty d\kappa'\,\frac{e^{-d\sqrt{\kappa'^2+q^2}}}{\sqrt{\kappa'^2+q^2}}.
\]

At \(q=0\) this is the exponential integral \(E_1(\kappa d)\). For other \(q\) it is a smooth one-dimensional integral without oscillations. Altogether,

\[
t(q)=\frac{2\pi}{S}\left[P\,A(q)+d^2(Q-P)\,B(q)\right].
\]

This formula was tested at \(q=0\), \(K\) and \(2K\) against a direct two-dimensional sum of \(T(r)e^{-i\mathbf q\cdot\mathbf r}\); the values are in the numerical output.

**The numbers**

The inputs give \(\kappa=22.09\) nm⁻¹, \(K=17.03\) nm⁻¹, \(S=0.05241\) nm², \(P=-62.24\) eV and \(Q=786.1\) eV. Hence \(2\pi/S=119.9\) nm⁻² and \(d^2(Q-P)=95.20\) eV nm².

At \(q=K\), \(A=9.212\times10^{-7}\) nm² and \(B=1.0319\times10^{-5}\), so

\[
t(K)=119.9\left[-5.73\times10^{-5}+9.824\times10^{-4}\right]\text{eV}\approx0.111\ \text{eV}.
\]

This is the expected value of about 110 meV, or 4.08 millihartree. At \(q=2K\), \(A=5.988\times10^{-9}\) nm² and \(B=1.4062\times10^{-7}\), so

\[
t(2K)=119.9\left[-3.73\times10^{-7}+1.3387\times10^{-5}\right]\text{eV}\approx1.6\ \text{meV}.
\]

The second-shell amplitude is smaller by a factor of about 71.

You can also separate the two bonding channels. The σ part is \((2\pi/S)d^2QB\), and the π part is \((2\pi/S)P(A-d^2B)\). At K they are 109.1 meV and 1.8 meV, so the σ channel supplies 98% of the result although \(|V_\pi|\) is the larger strength. The main reason is that the two strengths are defined at different distances. \(V_\pi\) is the value at \(R=a_0\), and at \(R=d\) it has already decayed to \(V_\pi e^{-(d-a_0)/\delta}=Pe^{-\kappa d}\approx-0.038\) eV, while \(V_\sigma\) still has its full 0.48 eV there. In addition, the factor \(1-d^2/R^2\) removes the π term for atoms directly above each other.

The π part at K is positive although \(V_\pi<0\). Its real-space function is negative for all \(r>0\), so its transform at \(q=0\) must be negative, and it is: \(-16.8\) meV. At K, however, \(d^2B=1.158\times10^{-6}\) nm² exceeds \(A\), and the negative bracket times the negative \(P\) is positive.

**Why the second shell is so small**

As long as the σ channel dominates, the value \(T(0)=V_\sigma=0.48\) eV has little effect on the ratio, because it multiplies the σ parts of \(t(K)\) and \(t(2K)\) alike. What matters is how smooth \(T(r)\) is in the plane, and the spacing \(d\) smooths it. In the formula this appears as the factor \(e^{-ds}\).

To see that the remaining factors vary slowly, write \(\kappa'=\kappa+x\) in \(B\) and expand near the lower limit, \(\sqrt{\kappa'^2+q^2}\approx s+\kappa x/s\). Keeping \(1/s\) fixed in front,

\[
B\approx\frac{e^{-ds}}{s}\int_0^\infty dx\,e^{-d\kappa x/s}=\frac{e^{-ds}}{\kappa d}.
\]

The prefactor no longer depends on \(q\). This requires \(ds\gg1\), and also \(q^2\ll2sd\kappa^2\), so that the next term of the expansion is small over the range \(x\sim s/(\kappa d)\) that contributes. Compared with the full \(B\), the approximation is about 15% too high at \(K\) and 19% too high at \(2K\), so much of the error drops out of the ratio:

\[
\frac{t(2K)}{t(K)}\approx e^{-d[s(2K)-s(K)]}=e^{-(13.599-9.344)}=0.0142.
\]

The full ratio is 0.0141. Agreement this close is partly luck. The ratio of the \(B\) values alone is 0.0136, and the \(A\) term, which subtracts relatively more at \(K\) than at \(2K\), raises it again.

Two limits show what sets the decay:

- For \(q\ll\kappa\), \(s\approx\kappa+q^2/(2\kappa)\), and the exponential factor falls as a Gaussian, \(e^{-dq^2/(2\kappa)}\).
- For \(q\gg\kappa\), \(s\approx q\), and it falls as \(e^{-dq}\).

At K, \(q/\kappa=0.77\), so neither limit is accurate there. Using \(e^{-dq}\) would give a ratio \(e^{-dK}=e^{-5.70}\approx0.003\), which is too small by a factor of about four. The finite decay length therefore matters as well as \(d\).

Changing the spacing while holding \(d_0=0.335\) nm fixed confirms the role of \(d\). The full ratio is 0.0219 at \(d=0.300\) nm and 0.0090 at \(d=0.370\) nm, and the exponential estimate follows it within about 1% at both spacings.

**What this means for the coupling**

If the atoms sit on top of each other, \(\boldsymbol\tau=0\) and all phases are 1:

\[
F(0)=3t(K)+3t(2K)+6t(\sqrt7K)+\dots
\]

The first shell gives 332.7 meV, two shells give 337.4 meV, and the direct real-space lattice sum gives 337.8 meV. Keeping only the first shell is thus an error of 1.5% of the full coupling here. Note that 111 meV is the amplitude of one wave vector, not the coupling of the on-top stacking, which is about three times larger.

At \(\boldsymbol\tau=(\mathbf a_1+\mathbf a_2)/3\), a shift of one bond length \(a_0\) that places each layer-2 orbital above the centre of a triangle of the layer-1 sublattice, the coupling \(F\) between these two sublattices vanishes, although no \(t\) in the first shells is zero. A 120° rotation maps the points \(\boldsymbol\rho=\mathbf R+\boldsymbol\tau\) onto themselves and leaves \(T\) unchanged, but it turns \(\mathbf K\) into \(\mathbf K+\mathbf G_0\), with \(\mathbf G_0=-\mathbf b_1\) or \(-\mathbf b_1-\mathbf b_2\) depending on the sense of rotation. Every term then gains the same factor \(e^{i\mathbf G_0\cdot\boldsymbol\rho}=e^{i\mathbf G_0\cdot\boldsymbol\tau}\), which is \(e^{-2\pi i/3}\) or \(e^{-4\pi i/3}\). So \(F\) equals itself times a number different from 1, and \(F=0\).

These values belong to this two-centre model with flat, rigid layers. If corrugation makes the spacing \(d\) between the layers vary from place to place, \(t(K)\) and \(t(2K)\) vary with it, mainly through the factor \(e^{-ds}\), and a single pair of numbers no longer describes the whole bilayer.

## Computed values

```
V_pi = -2.70 eV, V_sigma = 0.48 eV
a = 0.246 nm, d = d0 = 0.335 nm, a0 = 0.14203 nm
delta = 0.045264 nm, kappa = 22.0926 1/nm
cell area S = 0.052408 nm^2, K = 17.0276 1/nm
P = -62.242 eV, Q = 786.078 eV, T(r=0) = 0.480 eV
q = 0: q = 0.0000 1/nm, s = 22.0926 1/nm, d*s = 7.4010
  A = 1.05103e-05 nm^2, B = 7.35551e-05 (no unit)
  pi part = -16.83109 meV, sigma part = 777.94161 meV
  t(q) = 761.11052 meV
q = K: q = 17.0276 1/nm, s = 27.8931 1/nm, d*s = 9.3442
  A = 9.21151e-07 nm^2, B = 1.03194e-05 (no unit)
  pi part = 1.76809 meV, sigma part = 109.14118 meV
  t(q) = 110.90927 meV
q = 2K: q = 34.0552 1/nm, s = 40.5936 1/nm, d*s = 13.5989
  A = 5.98804e-09 nm^2, B = 1.40620e-07 (no unit)
  pi part = 0.07308 meV, sigma part = 1.48725 meV
  t(q) = 1.56032 meV
q = sqrt(7)K: q = 45.0508 1/nm, s = 50.1763 1/nm, d*s = 16.8091
  A = 1.56068e-10 nm^2, B = 5.51922e-09 (no unit)
  pi part = 0.00346 meV, sigma part = 0.05837 meV
  t(q) = 0.06183 meV
direct plane sum, q = 0: 761.11052 meV
direct plane sum, q = K: 110.90927 meV
direct plane sum, q = 2K: 1.56032 meV
t(K) = 4.0758 millihartree
sigma share of t(K) = 98.41 percent
t(K)/t(2K) = 71.08
d = 0.300 nm: t(2K)/t(K) = 0.02190, exponential estimate = 0.02214
d = 0.335 nm: t(2K)/t(K) = 0.01407, exponential estimate = 0.01420
d = 0.370 nm: t(2K)/t(K) = 0.00903, exponential estimate = 0.00910
shell |K+G|/K = 1.0000: 3 vectors
shell |K+G|/K = 2.0000: 3 vectors
shell |K+G|/K = 2.6458: 6 vectors
on-top lattice sum = 337.7822 meV
3 t(K) = 332.7278 meV
3 t(K) + 3 t(2K) = 337.4088 meV
hollow lattice sum below 1e-7 meV: True
generic shift (0.2, 0.45): |lattice sum| = 79.2526 meV
```
